Conservative Merging of Weighted Electrons and Distortion of the Ionizing Tail

**A rate that conservation does not protect**

A simulated plasma holds 80 000 weighted electrons. Merging reduces them to 640 particles with the same total charge, momentum and kinetic energy, and the ionization rate falls to zero. A second merge of the same electrons leaves 4322 particles and raises the rate by 0.7 %. A third also leaves 4322 particles and obeys the same conservation laws, yet it multiplies the rate by 2.6. The differences come from two choices that the conservation laws leave open: which electrons are grouped, and in which direction the merged velocities are separated.

**The replacement pair**

Consider simulation particles in one spatial cell. Particle i stands for w_i electrons, each of mass m and velocity v_i. Speeds are nonrelativistic. For a group to be merged, define the total weight, mean velocity and velocity spread:

W = Σ w_i
u = Σ w_i v_i / W
s² = Σ w_i |v_i − u|² / W

Write v_i = u + c_i. Since Σ w_i c_i = 0, the cross term in the sum of squares vanishes:

Σ w_i v_i² = Σ w_i (u² + 2u·c_i + c_i²) = W(u² + s²)

A single product of weight W must have velocity u to conserve momentum. Its energy is ½mWu², which is too small by ½mWs². One product therefore suffices only if s = 0.

Take instead two products of weight W/2. Momentum conservation requires their velocities to average to u, so they are u + a and u − a. Their energy is

½m(W/2)(|u + a|² + |u − a|²) = ½mW(u² + a²)

because the terms ±2u·a cancel. Equality with the original energy requires |a| = s. The products are

v₊ = u + s n,  v₋ = u − s n

with n any unit vector. Charge, momentum and energy fix the length of the separation and leave its direction free.

Total charge is not yet charge density on the grid. In one dimension, let ξ_i between 0 and 1 be the position in the cell in units of its width. Linear deposition gives the two nodes the weights

Σ w_i(1 − ξ_i) = W(1 − X),  Σ w_i ξ_i = WX

where X = Σ w_i ξ_i / W. Both products are placed at X, which lies in the same cell, and each node keeps its charge. This argument relies on the deposition being linear in ξ; a higher-order shape function would need further constraints.

**Choosing the direction**

The energies of the two products are

ε± = ½m|u ± s n|² = ½m(u² + s²) ± m s u·n = ε̄ ± m s u·n

where ε̄ = Σ w_i ε_i / W is the mean energy of the group. If n is perpendicular to u, both products have energy ε̄. A suitable n is found by drawing a random vector, taking its cross product with u and normalizing. If u = 0, any n will do.

Let E_i be the ionization threshold. A weighted mean with positive weights lies between the smallest and largest values averaged. If every electron in a group has ε ≥ E_i, then ε̄ ≥ E_i; if every one lies below E_i, so does ε̄. With n ⟂ u and energy bins that have an edge at E_i, no weight crosses the threshold. The tail weight is conserved, whatever the bin width. The same argument holds for any other inelastic threshold that is also made a bin edge.

A random n destroys this property, and the size of the leak can be estimated. Suppose a group fills one octant of directions isotropically at nearly one speed v. Each velocity component then averages v/2 in magnitude, since the cosine with an axis is uniformly distributed between 0 and 1. Hence

u = (√3/2)v,  s² = v² − ¾v² = ¼v²
m s u = (√3/4)mv² = (√3/2)ε̄ ≈ 0.87 ε̄

The product energies are ε̄(1 ± 0.87 cos θ), with θ the angle between n and u. For a threshold of 15 eV, groups with mean energy above about 15/1.87 = 8.0 eV can send a product into the tail. Far more electrons lie between 8 and 15 eV than above 15 eV in a distribution of temperature 3 eV, so the leak is mainly upward.

**The rate error of one group**

Tail weight is only one measure of distortion. Ionization also depends on where in the tail the electrons lie. Let the gas atoms be at rest, so that the rate depends on electron energy alone, and take the model cross section

σ = s₀ ln(x)/x for x = ε/E_i ≥ 1,  σ = 0 for x < 1

The electron speed is v_i √x, where v_i, with this subscript and no sum implied, denotes from here on the speed at threshold. The contribution to the rate coefficient is

g = σv = s₀v_i h(x),  h = x^(−1/2) ln x

Two differentiations give

h′ = x^(−3/2)(1 − ½ ln x)
h″ = −(3/2)x^(−5/2)(1 − ½ ln x) − ½x^(−5/2)
  = x^(−5/2)(¾ ln x − 2)

Thus h is concave from threshold to x = e^(8/3), where h″ changes sign.

For a group inside this range, Taylor's theorem about ε̄ gives

g(ε_k) = g(ε̄) + g′(ε̄)(ε_k − ε̄) + ½g″(η_k)(ε_k − ε̄)²

with η_k between ε_k and ε̄. The linear term vanishes in the weighted average, so the change on merging is

W[g(ε̄) − ⟨g⟩] = −½ Σ w_k g″(η_k)(ε_k − ε̄)² ≈ −½W g″(ε̄) Var(ε)

The last form holds when g″ varies little across the group. Because g″ < 0 for this model, merging raises the rate. The group loses its weakly and its strongly ionizing members, and the weak ones had pulled the average down by more than the strong ones raised it. The sign follows the curvature of σv and is not general. A cross section rising linearly from threshold, σ ∝ x − 1, has h = x^(3/2) − x^(1/2) and h″ = ¾x^(−1/2) + ¼x^(−3/2) > 0, so merging then lowers the rate. For a real gas, g″ must be taken from its own cross section.

A bound follows without the last approximation. In the concave range |h″| = x^(−5/2)(2 − ¾ ln x) is a product of two positive decreasing factors, so it is at most its threshold value 2. In a bin of width δ, the variance is no larger than the mean square distance from the bin's midpoint, hence at most δ²/4. Summing over groups and dividing by the total weight gives

0 ≤ K_after − K_before ≤ s₀v_i F(δ/E_i)²/4

where K is the rate coefficient and F the fraction of the weight above threshold. This requires the model cross section, aligned bins, n ⟂ u, and all tail energies below e^(8/3)E_i.

**Three electrons by hand**

Take E_i = 15 eV and s₀ = 8.0×10⁻²⁰ m². Then v_i = 2.297×10⁶ m/s, s₀v_i = 1.838×10⁻¹³ m³/s, and the concave range ends at 216 eV. Three particles have these weights, velocities in 10⁶ m/s, and energies:

w = 2: (2.3, 0.5, 0.2), 15.863 eV
w = 1: (2.4, 0.5, 0.3), 17.341 eV
w = 3: (2.1, 1.0, 0.7), 16.773 eV

The total weight is 6. The first component of u is (2×2.3 + 2.4 + 3×2.1)/6 = 2.217; the others, found likewise, are 0.750 and 0.467. The weighted squared deviations give s = 0.3644, in the same velocity unit. One random direction perpendicular to u yields two products of weight 3:

(2.2254, 0.5394, 0.7639) and (2.2080, 0.9606, 0.1695)

Both have energy (2×15.863 + 17.341 + 3×16.773)/6 = 16.564 eV. A single product would have lost ½ms² = 0.3775 eV per electron.

The energy variance is 0.2863 eV². At x = 16.564/15 = 1.104 the curvature is h″ ≈ −1.503, so the predicted gain in the group's rate coefficient is

½ × 1.838×10⁻¹³ × 1.503 × 0.2863/15² ≈ 1.76×10⁻¹⁶ m³/s

Direct evaluation of g before and after gives 1.77×10⁻¹⁶ m³/s. Relative to the original 1.717×10⁻¹⁴ m³/s, the group ionizes 1.0 % too fast, although no weight crossed the threshold.

**Many particles per bin: aligned edges**

For an isotropic Maxwellian of temperature T, expressed in eV, the normalized energy distribution is

f(ε) = (2/√π) T^(−3/2) √ε e^(−ε/T)

With b = E_i/T and ε = E_i x, the rate coefficient is

K = s₀v_i (2/√π) b^(3/2) ∫₁^∞ ln(x) e^(−bx) dx

since the factor √x in f cancels x^(−1/2) in h. Integration by parts gives

∫₁^∞ ln(x) e^(−bx) dx = (1/b)∫₁^∞ e^(−bx)/x dx = E₁(b)/b

with no boundary term, because ln 1 = 0 and the exponential vanishes at infinity. E₁ is the exponential integral. Therefore

K = s₀v_i (2/√π) √b E₁(b)

For T = 3 eV, b = 5 and K = 5.32×10⁻¹⁶ m³/s; the tail fraction is 1.857 %.

Now merge the contents of every bin. If δ is small compared with T and E_i, the density is nearly uniform within a bin and Var(ε) = δ²/12. A bin changes the rate by −½ fδ g″ δ²/12, and the sum over bins becomes

ΔK = −(δ²/24)∫ f g″ dε

taken above threshold. Inserting g″ = s₀v_i h″/E_i² and dividing by K gives

ΔK/K = A(δ/E_i)²
A = [b/(24E₁(b))] ∫₁^∞ x^(−2)(2 − ¾ ln x)e^(−bx) dx

Numerical integration gives A = 0.3434 for b = 5. At δ = 1 eV this predicts 0.3434/225 = 0.1526 %. Gauss–Legendre quadrature of each bin's weight, mean energy and rate, without the small-bin approximation, gives 0.1515 %. At δ = 3 eV the two values are 1.37 % and 1.29 %, so the leading law is still useful when the bin is as wide as the temperature.

**Many particles per bin: threshold inside a bin**

Let the threshold lie a fraction θ of the way through a bin, whose lower edge is then E_i − θδ. To leading order f is constant across it, so the mean energy is E_i + (½ − θ)δ. Just above threshold g ≈ g₁(ε − E_i), with slope g₁ = s₀v_i/E_i because h′(1) = 1. Before merging, the bin contributes

f g₁ ∫₀^((1−θ)δ) y dy = ½f g₁(1 − θ)²δ²

For θ < ½ all its weight fδ ends above threshold and contributes f g₁(½ − θ)δ². The change is

f g₁δ²[½ − θ − ½(1 − θ)²] = −½f g₁θ²δ²

For θ ≥ ½ the products do not ionize at this order, and the change is −½f g₁(1 − θ)²δ². Both cases are covered by

ΔK_kink = −½f(E_i)g₁δ² [min(θ, 1 − θ)]²

From the Maxwellian, f(E_i) = (2/√π)b^(3/2)e^(−b)/E_i. Division by K then gives

ΔK_kink/K = −(δ/E_i)² [min(θ, 1 − θ)]² b e^(−b)/(2E₁(b))

At this order the loss is largest at θ = ½, where the coefficient of (δ/E_i)² is −3.667 for b = 5. Adding A gives −3.324: for this cross section a threshold at mid-bin produces an error about ten times as large as that of aligned bins and of opposite sign. For δ = 1 eV the sum predicts −1.48 %, and the bin-by-bin quadrature gives −1.32 %.

The tail weight reacts more strongly. For θ < ½ the weight fθδ is lifted over the threshold; for θ > ½ the weight f(1 − θ)δ is dropped below it. Both changes are first order in δ. At θ = ½ the falling density puts the bin's mean just below its midpoint, so the upper half is lost. Quadrature gives these changes for a centred threshold:

δ = 0.5 eV: rate −0.35 %, tail weight −7.4 %
δ = 1.0 eV: rate −1.32 %, tail weight −14.2 %
δ = 3.0 eV: rate −9.6 %, tail weight −36.8 %

Here the rate is the less sensitive measure, because the displaced electrons lie close to threshold, where g is small. The two measures can even move in opposite directions. For θ < ½ the tail gains weight to leading order in δ (in a wide bin the falling density pulls the mean below threshold before θ reaches ½), while the relative rate change for b = 5 is (A − 14.67θ²)(δ/E_i)², which is negative once θ exceeds about 0.15. A small rate error is therefore no proof of an undistorted tail.

**A finite ensemble**

The electrons of the opening occupy 40 cells, 2000 in each. Their velocities are a random sample from a Maxwellian with T = 3 eV and a drift of 2×10⁵ m/s along z; their weights are drawn uniformly between 0.5×10⁵ and 1.5×10⁵. Groups are formed by cell, velocity octant and, except in the last case below, energy bin of width 3 eV. Groups with fewer than three members are left unchanged. The initial tail fraction is 2.14 % and the rate coefficient 6.11×10⁻¹⁶ m³/s. After merging:

Aligned bins, n ⟂ u: 4322 particles, tail 2.14 %, rate +0.7 %
Threshold mid-bin, n ⟂ u: 4611 particles, tail 1.95 %, rate −6.8 %
Aligned bins, random n: 4322 particles, tail 4.26 %, rate +156 %
No energy bins, n ⟂ u: 640 particles, tail 0, rate −100 %

The last line follows from the mean energy. An octant of a Maxwellian without drift has mean energy 3T/2 = 4.5 eV, and the small drift leaves the group means far below 15 eV. Each of the 40×8 groups yields two products at its mean, and none can ionize. The third line shows the upward leak estimated earlier: the tail weight doubles.

In the first line the largest electron energy is 43 eV, well inside the concave range, so the bound applies. It is

1.838×10⁻¹³ × 0.0214 × (3/15)²/4 ≈ 3.9×10⁻¹⁷ m³/s

or 6.4 % of the initial rate. The actual gain of 0.7 % is also below the 1.29 % of the many-particle limit. Two effects act in that direction: sparse groups are not merged, and a group of m equally weighted independent electrons has an expected variance about its own mean smaller by the factor 1 − 1/m. Their shares have not been separated from those of the drift and the random sample.

With the threshold mid-bin, the tail loses 9 % of its weight rather than the 37 % of the many-particle limit. Two effects reduce the loss. Sparse groups are not merged and keep their tail electrons, and the mean of a small group scatters about the bin mean, so that some groups land above threshold and carry all their weight into the tail. Their shares have not been measured.

**What the merge still changes**

For n ⟂ u both products have squared speed ⟨v²⟩, so their energy flux is ½mW⟨v²⟩u. The original flux was ½mW⟨v²v⟩. The difference,

−½mW(⟨v²v⟩ − ⟨v²⟩u)

is the lost covariance between squared speed and velocity. In the aligned ensemble it lowers the energy flux along the drift by 1.2 %.

The momentum-flux tensor changes from mW(uu + C), where C is the velocity covariance tensor, to mW(uu + s²nn). Since C has trace s², the trace survives, but the individual components need not. In the aligned ensemble the zz share of the trace moves from 0.3496 to 0.3500. This small shift belongs to one random draw of the directions n; another draw can give a larger one, and the global figure does not limit the changes within single cells. Averaging over draws does not restore C either: the mean of s²nn over directions perpendicular to u is ½s²(I − ûû), with û the unit vector along u, and it has no spread along u. The pair also has two directions where the group had many, so a field applied afterwards will in general spread its energies differently, by an amount that depends on the n drawn.

Finally, merging three or more particles of similar weight and ionization probability makes ionization noisier. Let particle i ionize in a time step with small probability p_i and then create weight w_i. For independent events the variance of the created weight is Σ w_i²p_i(1 − p_i) ≈ Σ w_i²p_i. For m particles of equal weight w and nearly equal p, this is mw²p before merging and

2(mw/2)²p = ½m²w²p

afterwards. The variance grows by m/2 although the mean hardly changes.

Since p_i is proportional to g for rare events, the ensemble's noise is measured by Σ w_i²g(ε_i). In the aligned merge it grows by a factor 1.48, or 1.21 in root mean square. The increase is modest because the tail was sparse: its particle count falls from 1686 to 1132, while the whole ensemble shrinks from 80 000 to 4322. Most of the reduction is taken from electrons that cannot ionize. As long as the groups stay well filled, narrower bins reduce the systematic rate error as δ², at the price of more surviving particles; once many groups hold only a few electrons, the error falls faster, because small groups have less spread and the smallest are not merged at all. Separately from the bin width, a limit on m controls the noise.
